# Counting the nodes of radial Dirac functions in a Coulomb field: verification in Python

```python
"""
Node theorem for bound radial Dirac functions in V = -Z e^2/r:
P has n-l-1 nodes; Q has n-l-1 for kappa < 0 and n-l for kappa > 0.
P, Q: upper and lower radial functions; kappa: Dirac quantum number;
n = n_r + |kappa|; zeta = Z e^2/(hbar c); gamma = sqrt(kappa^2 - zeta^2);
N = sqrt(n_r^2 + 2 n_r gamma + kappa^2); x = 2 lambda r, with
lambda = sqrt(m^2 c^4 - E^2)/(hbar c).
Internal units: hartree and bohr (hbar = m = e = 1, c = 1/alpha).
Closed-form polynomials are compared with direct numerical integration.
"""
import numpy as np
from numpy.polynomial import polynomial as poly
from scipy.constants import fine_structure, physical_constants
from scipy.interpolate import barycentric_interpolate

C = 1.0 / fine_structure
BOHR = physical_constants["Bohr radius"][0]
Z = 80.0
ZETA = Z / C
NUCLEAR_RADIUS = 7.0e-15 / BOHR
SCREENING_LENGTH = 1.0
KAPPAS = np.array([-1, 1, -2, 2, -3])
S_MIN, S_MAX = 0.35, 4.4


def coulomb(r):
    return -Z / r


def screened(r):
    return -(1.0 + (Z - 1.0) * np.exp(-r / SCREENING_LENGTH)) / r


def sphere(r):
    inside = -Z / (2 * NUCLEAR_RADIUS) * (3 - (r / NUCLEAR_RADIUS) ** 2)
    return np.where(r < NUCLEAR_RADIUS, inside, -Z / r)


def energy_and_lambda(s):
    """Energy E - mc^2 and decay constant, labelled by a trial number s."""
    eps = C**2 * (1 / np.sqrt(1 + (ZETA / s) ** 2) - 1)
    return eps, np.sqrt(-eps * (eps + 2 * C**2)) / C


def integrate(kappa, s, potential, keep=False):
    """Runge-Kutta in ln x from both ends to a common matching point."""
    eps, lam = energy_and_lambda(s)

    def coefficients(t):
        r = np.exp(t) / (2 * lam)
        v = potential(r)
        return r * (eps - v + 2 * C**2) / C, r * (eps - v) / C

    def sweep(t_start, t_end, p, q):
        steps = int(np.ceil(abs(t_end - t_start) / 0.008))
        h = (t_end - t_start) / steps
        a0, b0 = coefficients(t_start)
        times, ps, qs = [t_start], [p], [q]
        for i in range(steps):
            t = t_start + i * h
            am, bm = coefficients(t + h / 2)
            a1, b1 = coefficients(t + h)
            k1p, k1q = a0 * q - kappa * p, kappa * q - b0 * p
            u, w = p + h / 2 * k1p, q + h / 2 * k1q
            k2p, k2q = am * w - kappa * u, kappa * w - bm * u
            u, w = p + h / 2 * k2p, q + h / 2 * k2q
            k3p, k3q = am * w - kappa * u, kappa * w - bm * u
            u, w = p + h * k3p, q + h * k3q
            k4p, k4q = a1 * w - kappa * u, kappa * w - b1 * u
            p = p + h / 6 * (k1p + 2 * k2p + 2 * k3p + k4p)
            q = q + h / 6 * (k1q + 2 * k2q + 2 * k3q + k4q)
            a0, b0 = a1, b1
            if keep:
                times.append(t + h)
                ps.append(p)
                qs.append(q)
        return p, q, times, ps, qs

    t_in, t_match, t_out = np.log(1e-4), np.log(5.0), np.log(90.0)
    one = np.ones_like(s)
    if potential is sphere:
        a, b = coefficients(t_in)
        width = 2 * np.abs(kappa) + 1
        p0 = np.where(kappa < 0, one, a / width)
        q0 = np.where(kappa < 0, -b / width, one)
    else:
        p0, q0 = one, (np.sqrt(kappa**2 - ZETA**2) + kappa) / ZETA * one
    left = sweep(t_in, t_match, p0, q0)
    right = sweep(t_out, t_match, one, -np.sqrt(-eps / (eps + 2 * C**2)))
    return left, right


def mismatch(kappa, s, potential):
    left, right = integrate(kappa, s, potential)
    pl, ql, pr, qr = left[0], left[1], right[0], right[1]
    return (pl * qr - ql * pr) / (np.hypot(pl, ql) * np.hypot(pr, qr))


def bound_states(potential):
    """All levels in the scanned window, with functions on a radial grid."""
    grid = np.linspace(S_MIN, S_MAX, 82)
    trial = np.tile(grid, (len(KAPPAS), 1))
    w = mismatch(KAPPAS[:, None], trial, potential)
    rows, cols = np.nonzero(w[:, :-1] * w[:, 1:] < 0)
    kappa, low, high = KAPPAS[rows], grid[cols], grid[cols + 1]
    index = np.arange(len(kappa))
    for _ in range(4):
        points = low[:, None] + (high - low)[:, None] * np.linspace(0, 1, 41)
        w = mismatch(kappa[:, None], points, potential)
        cell = np.argmax(w[:, :-1] * w[:, 1:] <= 0, axis=1)
        low, high = points[index, cell], points[index, cell + 1]
    s = (low + high) / 2
    eps, lam = energy_and_lambda(s)
    left, right = integrate(kappa, s, potential, keep=True)
    pl, ql, pr, qr = left[0], left[1], right[0], right[1]
    scale = (pl * pr + ql * qr) / (pr**2 + qr**2)
    x = np.exp(np.array(left[2] + right[2][-2::-1]))
    p = np.vstack([np.array(left[3]), scale * np.array(right[3])[-2::-1]])
    q = np.vstack([np.array(left[4]), scale * np.array(right[4])[-2::-1]])
    return [dict(kappa=int(kappa[i]), s=s[i], eps=eps[i], x=x,
                 r=x / (2 * lam[i]), P=p[:, i], Q=q[:, i]) for i in index]


def node_radii(r, f):
    """Sign changes, each refined by local inverse interpolation."""
    found = []
    for i in np.nonzero(f[:-1] * f[1:] < 0)[0]:
        part = slice(i - 1, i + 3)
        log_r = barycentric_interpolate(f[part], np.log(r[part]), 0.0)
        found.append(float(np.exp(log_r)))
    return np.array(found)


def kummer(k, b):
    """Ascending coefficients of M(-k, b, x)."""
    coef = [1.0]
    for j in range(k):
        coef.append(coef[-1] * (j - k) / ((b + j) * (j + 1)))
    return np.array(coef)


def brackets(kappa, n_r, zeta):
    """Polynomial factors of P and Q, with gamma and N."""
    gamma = np.sqrt(kappa**2 - zeta**2)
    big_n = np.sqrt(n_r**2 + 2 * n_r * gamma + kappa**2)
    main = (big_n - kappa) * kummer(n_r, 2 * gamma + 1)
    side = np.zeros(n_r + 1)
    if n_r > 0:
        side[:n_r] = n_r * kummer(n_r - 1, 2 * gamma + 1)
    return main - side, main + side, gamma, big_n


def real_roots(coef):
    roots = poly.polyroots(coef)
    assert np.all(np.abs(np.imag(roots)) < 1e-6)
    return np.sort(np.real(roots))


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


# Recurrence and interlacing of the Kummer polynomials
for b in (1.5, 2.6, 5.0):
    for k in range(1, 8):
        xs = np.linspace(0.1, 12, 9)
        lower, here, upper = [poly.polyval(xs, kummer(j, b))
                              for j in (k - 1, k, k + 1)]
        assert np.allclose((b + k) * upper,
                           (2 * k + b - xs) * here - k * lower, atol=1e-8)
        zk, zn = real_roots(kummer(k, b)), real_roots(kummer(k + 1, b))
        assert zn[0] > 0 and np.all(zn[:-1] < zk) and np.all(zk < zn[1:])

# Root counts of the closed form over many states and charges
states_counted = 0
for charge in (10, 40, 80, 118):
    for kappa in (-4, -3, -2, -1, 1, 2, 3, 4):
        for n_r in range(1 if kappa > 0 else 0, 8):
            up, low, _, _ = brackets(kappa, n_r, charge / C)
            expected = n_r + abs(kappa) - orbital_l(kappa) - 1
            assert np.sum(real_roots(up) > 0) == expected
            assert np.sum(real_roots(low) > 0) == expected + (kappa > 0)
            states_counted += 1

# Direct integration in three attractive, monotonic potentials
solutions = {}
for name, potential in (("point Coulomb", coulomb), ("screened", screened),
                        ("extended nucleus", sphere)):
    levels = bound_states(potential)
    solutions[name] = levels
    for level in levels:
        level["nodes_P"] = node_radii(level["r"], level["P"])
        level["nodes_Q"] = node_radii(level["r"], level["Q"])
        outside = level["eps"] - potential(level["r"]) < 0
        assert outside[-1] and np.sum(outside[1:] != outside[:-1]) == 1
        assert np.all(level["P"][outside] * level["Q"][outside] < 0)
        order = sorted([(r, "P") for r in level["nodes_P"]]
                       + [(r, "Q") for r in level["nodes_Q"]])
        letters = "".join(letter for _, letter in order)
        count = len(level["nodes_P"])
        assert letters == ("Q" if level["kappa"] > 0 else "") + "PQ" * count
    for kappa in KAPPAS:
        counts = [len(v["nodes_P"]) for v in levels if v["kappa"] == kappa]
        assert len(counts) > 0 and counts == list(range(len(counts)))

# Spectrum, functions and node positions against the closed form
worst_s = worst_shape = worst_node = 0.0
for kappa in KAPPAS:
    gamma = np.sqrt(kappa**2 - ZETA**2)
    found = [v for v in solutions["point Coulomb"] if v["kappa"] == kappa]
    first = 1 if kappa > 0 else 0
    allowed = [k for k in range(first, 9) if gamma + k < S_MAX]
    assert len(found) == len(allowed)
    for n_r, level in zip(allowed, found):
        worst_s = max(worst_s, abs(level["s"] - gamma - n_r))
        up, low, _, big_n = brackets(kappa, n_r, ZETA)
        x, eps = level["x"], level["eps"]
        envelope = x**gamma * np.exp(-x / 2)
        p = np.sqrt(2 * C**2 + eps) * envelope * poly.polyval(x, up)
        q = -np.sqrt(-eps) * envelope * poly.polyval(x, low)
        scale = np.sum(level["P"] * p + level["Q"] * q) / np.sum(p**2 + q**2)
        error = np.hypot(level["P"] - scale * p, level["Q"] - scale * q)
        size = np.max(np.abs(level["P"]))
        worst_shape = max(worst_shape, np.max(error) / size)
        origin_ratio = -np.sqrt(-eps / (2 * C**2 + eps)) * low[0] / up[0]
        assert abs(origin_ratio - (gamma + kappa) / ZETA) < 1e-4
        lam = energy_and_lambda(level["s"])[1]
        for coef, key in ((up, "nodes_P"), (low, "nodes_Q")):
            roots = real_roots(coef) if n_r > 0 else np.array([])
            roots = roots[roots > 0] / (2 * lam)
            assert len(roots) == len(level[key])
            if len(roots):
                gap = np.max(np.abs(level[key] / roots - 1))
                worst_node = max(worst_node, gap)
        level.update(n_r=n_r, N=big_n, gamma=gamma, up0=up[0], low0=low[0],
                     ratio=origin_ratio)
# Limits reflect the fixed integration step of 0.008 in ln r
assert worst_s < 1e-5 and worst_shape < 5e-5 and worst_node < 2e-5

# The root missing from P lies at negative x and nears zero in weak fields
missing = {q: real_roots(brackets(1, 2, q / C)[0])[0] for q in (80, 8)}
assert missing[80] < missing[8] < 0

print(f"Z = {Z:.0f}, zeta = {ZETA:.6f}, c = {C:.4f} atomic units")
print(f"closed-form states counted: {states_counted}")
print(f"largest error of n_r+gamma: {worst_s:.1e}")
print(f"largest error of P,Q relative to max|P|: {worst_shape:.1e}")
print(f"largest relative error of node radius: {worst_node:.1e}")
print(f"screening length = {SCREENING_LENGTH:.1f} bohr")
print(f"nuclear radius = {NUCLEAR_RADIUS * BOHR * 1e15:.1f} fm")
print("node counts (P,Q), levels in order of rising energy:")
for name, levels in solutions.items():
    for kappa in KAPPAS:
        pairs = " ".join(f"({len(v['nodes_P'])},{len(v['nodes_Q'])})"
                         for v in levels if v["kappa"] == kappa)
        print(f"  {name}, kappa={kappa:+d}: {pairs}")
labels = {-1: "3s1/2", 1: "3p1/2", -2: "3p3/2", 2: "3d3/2", -3: "3d5/2"}
print("n = 3 states, point Coulomb field:")
for kappa in KAPPAS:
    v = next(u for u in solutions["point Coulomb"]
             if u["kappa"] == kappa and u["n_r"] + abs(kappa) == 3)
    print(f"{labels[int(kappa)]}: kappa={kappa:+d} n_r={v['n_r']} "
          f"gamma={v['gamma']:.5f} N={v['N']:.5f}")
    print(f"  E-mc^2 = {v['eps']:.3f} hartree, r_t = {Z / -v['eps']:.5f} bohr")
    print(f"  N-kappa-n_r = {v['up0']:.5f}, N-kappa+n_r = {v['low0']:.5f}, "
          f"Q/P at 0 = {v['ratio']:.4f}")
    text = [" ".join(f"{r:.5f}" for r in v[key]) or "none"
            for key in ("nodes_P", "nodes_Q")]
    print(f"  nodes in bohr: P {text[0]}; Q {text[1]}")
for charge, root in missing.items():
    print(f"3p1/2, Z={charge}: negative root of P at x = {root:.6f}")
print("all good")
```

Output:

```
Z = 80, zeta = 0.583788, c = 137.0360 atomic units
closed-form states counted: 240
largest error of n_r+gamma: 1.9e-08
largest error of P,Q relative to max|P|: 9.7e-08
largest relative error of node radius: 1.1e-07
screening length = 1.0 bohr
nuclear radius = 7.0 fm
node counts (P,Q), levels in order of rising energy:
  point Coulomb, kappa=-1: (0,0) (1,1) (2,2) (3,3)
  point Coulomb, kappa=+1: (0,1) (1,2) (2,3)
  point Coulomb, kappa=-2: (0,0) (1,1) (2,2)
  point Coulomb, kappa=+2: (0,1) (1,2)
  point Coulomb, kappa=-3: (0,0) (1,1)
  screened, kappa=-1: (0,0) (1,1) (2,2)
  screened, kappa=+1: (0,1) (1,2)
  screened, kappa=-2: (0,0) (1,1)
  screened, kappa=+2: (0,1)
  screened, kappa=-3: (0,0)
  extended nucleus, kappa=-1: (0,0) (1,1) (2,2) (3,3)
  extended nucleus, kappa=+1: (0,1) (1,2) (2,3)
  extended nucleus, kappa=-2: (0,0) (1,1) (2,2)
  extended nucleus, kappa=+2: (0,1) (1,2)
  extended nucleus, kappa=-3: (0,0) (1,1)
n = 3 states, point Coulomb field:
3s1/2: kappa=-1 n_r=2 gamma=0.81191 N=2.87187
  E-mc^2 = -392.084 hartree, r_t = 0.20404 bohr
  N-kappa-n_r = 1.87187, N-kappa+n_r = 5.87187, Q/P at 0 = -0.3222
  nodes in bohr: P 0.01915 0.07734; Q 0.03654 0.12715
3p1/2: kappa=+1 n_r=2 gamma=0.81191 N=2.87187
  E-mc^2 = -392.084 hartree, r_t = 0.20404 bohr
  N-kappa-n_r = -0.12813, N-kappa+n_r = 3.87187, Q/P at 0 = 3.1037
  nodes in bohr: P 0.06387; Q 0.03961 0.15998
3p3/2: kappa=-2 n_r=1 gamma=1.91290 N=2.97083
  E-mc^2 = -366.143 hartree, r_t = 0.21849 bohr
  N-kappa-n_r = 3.97083, N-kappa+n_r = 5.97083, Q/P at 0 = -0.1492
  nodes in bohr: P 0.07158; Q 0.10763
3d3/2: kappa=+2 n_r=1 gamma=1.91290 N=2.97083
  E-mc^2 = -366.143 hartree, r_t = 0.21849 bohr
  N-kappa-n_r = -0.02917, N-kappa+n_r = 1.97083, Q/P at 0 = 6.7026
  nodes in bohr: P none; Q 0.18190
3d5/2: kappa=-3 n_r=0 gamma=2.94265 N=3.00000
  E-mc^2 = -358.987 hartree, r_t = 0.22285 bohr
  N-kappa-n_r = 6.00000, N-kappa+n_r = 6.00000, Q/P at 0 = -0.0982
  nodes in bohr: P none; Q none
3p1/2, Z=80: negative root of P at x = -0.182893
3p1/2, Z=8: negative root of P at x = -0.001705
all good
```
